# Resistance of a Liner Bridge Across a Void in Copper

## Problem

Electromigration has opened a void in a narrow copper line. The void is 20 nm long and removes the whole copper section over that length. The metal liner around the copper is still continuous, and it carries the current past the void. Its cross-section is 100 nm² and its resistivity is 180 µΩ cm.

The line is 14 nm wide and 20 nm high. A liner 2 nm thick covers the two sidewalls and the floor. The top is closed by an insulator, and the copper core has a resistivity of 10 µΩ cm.

(a) Show that the bypass resistance, meaning the resistance of the liner bridge with uniform current over its section, is 360 Ω.

(b) By how much does the resistance of the line rise, if the current still enters and leaves the bridge uniformly?

(c) In fact the current must pass from the copper into the thin liner near the void edges. Estimate the resistance that this adds.

## Hints

**For (a).** Steady current has no sources inside the metal, and none leaves through the side surfaces. Try a potential that varies linearly along the line. For the units, 1 µΩ cm = 10 Ω nm.

**For (b).** Ask what occupied these 20 nm before the void formed. Copper and liner then lay side by side between the same two end sections.

**For (c).** Unfold the liner into a flat sheet of thickness $t$, and treat the copper as a perfect conductor. With $\zeta=x+iz$, the map $w=e^{\pi\zeta/t}$ turns the sheet's longitudinal section into a half-plane. Far from the void edge the potential is again linear, but its extrapolated zero is displaced from the edge.

## Full solution

### (a) The bridge

Let $x$ run along the line, with the void between $x=0$ and $x=L$. In the liner, Ohm's law and charge conservation read

$$
\mathbf J=-\frac{1}{\rho}\nabla V,\qquad \nabla\cdot\mathbf J=0 .
$$

The void and the surrounding dielectric carry no current, so $\mathbf J\cdot\mathbf n=0$ on the side surfaces. Uniform entry and exit means that the two end sections are equipotentials: $V=V_0$ at $x=0$ and $V=0$ at $x=L$. Try

$$
V(x)=V_0\left(1-\frac{x}{L}\right),\qquad
J_x=-\frac1\rho\frac{dV}{dx}=\frac{V_0}{\rho L}.
$$

The current density is constant, so its divergence vanishes. It points along $x$, while the normals of the side surfaces are perpendicular to $x$, so the side condition holds as well. The U shape of the section does not matter, provided that it is the same at every $x$.

No other solution exists. The difference $u$ of two solutions obeys $\nabla^2u=0$, vanishes on the end sections and has zero normal derivative on the sides. Therefore

$$
\int|\nabla u|^2\,d^3r=\oint u\,\frac{\partial u}{\partial n}\,dS=0 ,
$$

so $u$ is constant, and its value on the end sections makes it zero.

The total current is $I=J_xA=V_0A/(\rho L)$, which gives

$$
R=\frac{V_0}{I}=\frac{\rho L}{A}.
$$

In the units of the problem, $\rho=180\times10=1800$ Ω nm, and

$$
R=\frac{1800\times20}{100}\ \Omega=360\ \Omega .
$$

The geometry gives the same number by another grouping. The two sidewalls have a section of $2\times20\times2=80$ nm², and the floor between them has $10\times2=20$ nm², together 100 nm². Unfolded, the liner is a sheet 50 nm wide with sheet resistance $\rho/t=1800/2=900$ Ω per square. The bridge is $20/50=0.40$ square long, and $900\times0.40=360$ Ω.

A finite-volume solution of the conduction equation in the U-shaped liner, which does not assume a linear potential, also gives 360.000 Ω.

### (b) The rise of the line resistance

Before the void formed, the same linear potential solved the problem in copper and liner together: at each $x$ both metals were at the same potential, and no current crossed their interface. The two currents add, so the conductances add:

$$
\frac{1}{R_{\rm intact}}=\frac{A_{\rm Cu}}{\rho_{\rm Cu}L}+\frac{A}{\rho L}
\quad\Longrightarrow\quad
R_{\rm intact}=\frac{L}{A_{\rm Cu}/\rho_{\rm Cu}+A/\rho}.
$$

The copper core measures 10 nm by 18 nm, so $A_{\rm Cu}=180$ nm², and $\rho_{\rm Cu}=100$ Ω nm. Hence

$$
R_{\rm intact}=\frac{20}{180/100+100/1800}\ \Omega
=\frac{20}{1.8+0.0556}\ \Omega=10.78\ \Omega .
$$

The copper carried $1.8/1.8556=97.0\,\%$ of the current. The void replaces this piece of line by the bridge, so the rise is

$$
\Delta R=R-R_{\rm intact}=360-10.78=349.2\ \Omega .
$$

The bypass resistance and the rise are thus different quantities, though here they differ by only 3 % of the former.

Both $R$ and $R_{\rm intact}$ are proportional to $L$. In this approximation each further nanometre of void adds $349.2/20=17.5$ Ω. For comparison, the intact line has $10.78/20=0.539$ Ω per nanometre, or 539 Ω for a length of 1000 nm. In a line of that length, this one void raises the resistance by $349.2/539=65\,\%$, before the current entry of part (c) is counted.

### (c) Current entry at the void edges

Consider one end of the void, and place a new origin at its edge. The flat liner occupies $0<z<t$. Its lower face is insulated everywhere. Its upper face touches copper at $V=0$ for $x<0$ and borders the void for $x>0$.

Under $w=e^{\pi(x+iz)/t}$ the lower face becomes the positive real axis, since there $w=e^{\pi x/t}$. On the upper face $w=-e^{\pi x/t}$, so the contact $x<0$ becomes the segment $-1<w<0$, and the free surface $x>0$ becomes $w<-1$. The problem is now a half-plane with one electrode of unit length on an otherwise insulated edge. A conformal map preserves Laplace's equation and both types of boundary condition.

A second map rounds the electrode:

$$
w=-\frac12+\frac14\left(s+\frac1s\right),\qquad |s|\ge1 .
$$

For $s=e^{i\theta}$ it gives $w=-\frac12+\frac12\cos\theta$, which covers the electrode. The insulated parts of the edge correspond to real $s$ with $|s|>1$. The function

$$
V=C\ln|s|
$$

is harmonic and vanishes on the electrode. It depends on the distance from $s=0$ alone, so it has no derivative across the real axis, as insulation requires.

Far into the void region $|w|$ is large and $s\simeq4w$. With $\ln|w|=\pi x/t$,

$$
V\simeq C\left(\frac{\pi x}{t}+\ln4\right)
=\frac{C\pi}{t}\left(x+\frac{t\ln4}{\pi}\right).
$$

The prefactor $C\pi/t$ is the uniform field far from the edge. The potential there is that of a liner longer by

$$
\delta=\frac{t\ln4}{\pi}=0.883\ \text{nm}\quad\text{for } t=2\ \text{nm}.
$$

A separate numerical solution of the strip gives 0.882 nm. The other end contributes the same length, because reversing the current changes the sign of $V$ but not the resistance. The leading deviation from the linear potential decays as $e^{-\pi x/t}$. At the middle of the void, 10 nm from each edge, this factor is $e^{-5\pi}\approx10^{-7}$, so the two ends can be treated separately. The added resistance is

$$
R_{\rm entry}=\frac{2\rho\delta}{A}=\frac{2\times1800\times0.883}{100}\ \Omega=31.8\ \Omega .
$$

Relative to the bridge this is $2\delta/L=8.8\,\%$. The fraction falls as $1/L$ for longer voids. For a void much shorter than the liner is thick, the separate treatment fails: it leaves the resistance of the length $2\delta$, whereas between perfectly conducting copper ends the true resistance tends to zero with $L$, though only logarithmically: for $L=0.2$ nm the flat sheet gives 29 Ω, against 35 Ω from the separate treatment.

The flat-sheet estimate omits the liner corners and the spreading of current inside the copper. A three-dimensional field solution of the actual section includes both and gives 36 Ω for the two ends together, with a perfect interface. Adding an assumed interface resistance of 1000 Ω nm² between copper and liner raises this to 55 Ω. Two grid extrapolations differ by 0.50 Ω in the first case and 1.18 Ω in the second. The rise of the line resistance becomes $349.2+36=385$ Ω or $349.2+55=404$ Ω, respectively, each uncertain by about 1 Ω.

### The numbers beside a real line

The liner resistivity lies in the rough range of beta-tantalum films, but a layer only 2 nm thick can be more resistive, and the bridge resistance rises in proportion. The copper value is a rough one for so narrow a line, and the relative rise found in (b) depends on it: with 15 µΩ cm instead of 10, the 65 % would become 43 %. The entry resistance adds 10 to 15 % of 360 Ω. It is itself an estimate: the field solution treats copper as a local ohmic conductor, whereas the electron mean free path in bulk copper, roughly 40 nm at room temperature and 30 nm at 378 K, exceeds the core width. Even the effective value that corresponds to 10 µΩ cm, about 7 nm, is comparable to that width and longer than the liner thickness that sets the scale of the entry region. Real liners also vary in thickness. A section smaller by 10 % along the whole bridge gives $360/0.9=400$ Ω, and a gap running across both sidewalls and the floor would interrupt this path altogether. Temperature matters less: with a rough coefficient of $-1.5\times10^{-4}$ per K, going from 298 K to 378 K changes the bridge by −4.3 Ω. If the line has a conducting metal cap instead of an insulating one, the cap is a further parallel path, and its conductance must be added both to the bridge and to the intact line.

## Variation 1: a void that leaves some copper

*A copper film 1 nm thick remains on the liner floor along the whole void. What is the resistance between the two end sections, if these are equipotentials?*

The film is 10 nm wide, so its section is $a=10$ nm². With the same copper resistivity, its resistance is $\rho_{\rm Cu}L/a=100\times20/10=200$ Ω. The linear potential again solves the problem in both metals, and the conductances add:

$$
R'=\left(\frac1{360}+\frac1{200}\right)^{-1}\Omega
=\frac{360\times200}{560}\ \Omega=128.6\ \Omega .
$$

The field solution for this geometry also gives 128.6 Ω. The resistance is halved once film and liner conduct equally well, that is, when $a/\rho_{\rm Cu}=A/\rho$, or

$$
a=A\,\frac{\rho_{\rm Cu}}{\rho}=100\times\frac{100}{1800}\ \text{nm}^2=5.6\ \text{nm}^2 ,
$$

which is 3 % of the original core. The value 360 Ω therefore depends strongly on the void being complete. A film this thin may well have a higher resistivity than the core; its effect would then be smaller than computed here.

## Variation 2: does the bridge heat up?

*The total current in the line equals 2.0 MA/cm² times the copper section. This current is held fixed when the void opens. The void ends stay at $T=378$ K, and heat leaves the bridge only along the liner. How much warmer is its midpoint?*

Since 1 MA/cm² is 0.01 µA/nm², the current is $I=0.020\times180=3.60$ µA. Take the bridge resistance as 360 Ω at this temperature. The voltage is $V_0=IR=1.296$ mV, and the power is $IV_0=4.67$ nW.

Let $\theta(x)$ be the temperature rise, $\kappa$ the thermal conductivity and $J=I/A$. The heat equation, with $\theta=0$ at both ends, gives

$$
\kappa\,\theta''=-\rho J^2
\quad\Longrightarrow\quad
\theta(x)=\frac{\rho J^2}{2\kappa}\,x(L-x),\qquad
\theta_{\max}=\frac{\rho J^2L^2}{8\kappa}.
$$

Because $V_0=\rho JL$, the numerator is $\rho J^2L^2=V_0^2/\rho$. The Wiedemann–Franz law, $\kappa\rho=\mathcal L T$ with $\mathcal L=\frac{\pi^2}{3}(k_B/e)^2=2.44\times10^{-8}$ V²/K², then removes both material constants for a given voltage, though at fixed current $\rho$ still enters through $V_0$:

$$
\theta_{\max}=\frac{V_0^2}{8\kappa\rho}=\frac{V_0^2}{8\mathcal L T}
=\frac{(1.296\times10^{-3})^2}{8\times2.44\times10^{-8}\times378}\ \text{K}
\approx0.023\ \text{K}.
$$

A discretized heat equation gives the same value. Heat loss into the dielectric would lower it, and so would heat conduction by the liner's lattice vibrations, which the Wiedemann–Franz law leaves out. The result is the rise above the void ends; heating of the line as a whole is a separate problem. At this current, self-heating within the bridge has a negligible effect on its resistance. At fixed current $V_0$ grows in proportion to $L$, so the midpoint rise grows as $L^2$: in this model, a void ten times longer would give about 2.3 K. A real line does not follow this rule that far. Here $\kappa=\mathcal L T/\rho\approx5$ W/(m K). If the dielectric removes a power $g\theta$ per unit length, with a rough $g$ of 1.4 to 6 W/(m K), the $L^2$ growth holds only for $L$ below about $\sqrt{\kappa A/g}\approx10$ to 20 nm. For longer voids the rise levels off at $\rho I^2/(Ag)$, roughly 0.04 to 0.2 K.

## Table of computed values

```
void length: 20 nm
liner cross-section: 100 nm2
liner resistivity: 180 microohm cm
liner resistivity, converted: 1800 ohm nm
line width, height: 14, 20 nm
liner thickness: 2 nm
copper cross-section: 180 nm2
copper resistivity (rough): 10 microohm cm
bypass resistance, formula: 360.000 ohm
bypass resistance, field solution: 360.000 ohm
liner sheet resistance: 900 ohm per square
unfolded liner width: 50 nm
number of squares: 0.40
intact line over void length: 10.78 ohm
copper share of current, intact line: 97.0 %
line resistance rise without entry: 349.2 ohm
leftover copper sliver section: 10 nm2
sliver alone: 200 ohm
liner and sliver in parallel: 128.6 ohm
liner and sliver, field solution: 128.6 ohm
entry length per end, flat liner: 0.883 nm
entry length, strip solution: 0.882 nm
entry resistance, flat estimate, both ends: 31.8 ohm
entry resistance, 3D, both ends: 36 ohm
spread of its grid extrapolations: 0.50 ohm
interface resistance (rough): 1000 ohm nm2
3D entry with interface, both ends: 55 ohm
spread of its grid extrapolations: 1.18 ohm
line resistance rise with 3D entry: 385 ohm
line rise with entry and interface: 404 ohm
bypass resistance, liner section 10 % smaller: 400 ohm
temperature coefficient (rough): -1.5e-04 per K
temperature of use: 378 K
resistance shift from 298 K to use: -4.3 ohm
copper current density: 2.0 MA/cm2
line current: 3.60 microampere
liner current density at void: 3.60 MA/cm2
voltage across bridge: 1.296 mV
power in bridge: 4.67 nW
midpoint self-heating, formula: 0.0227 K
midpoint self-heating, heat equation: 0.0227 K
```
